# Vibrational averaging of hyperfine couplings: displacement, curvature and temperature

A hyperfine coupling computed at the potential minimum belongs to nuclei at rest. In the real radical the nuclei vibrate even at zero temperature, and the coupling seen in a spectrum is an average over that motion. This problem finds the leading correction and tests it on a model diatomic radical.

Consider a semi-rigid radical in an orbitally nondegenerate electronic state, within the Born–Oppenheimer approximation. Its normal modes have quanta $\hbar\omega_i$ and dimensionless coordinates $q_i$, measured from the minimum of the potential, with conjugate momenta $p_i$ and $[q_i,p_j]=i\delta_{ij}$. The Hamiltonian is $H=H_0+V_3+\dots$, with

$$H_0=\sum_i\frac{\hbar\omega_i}{2}(p_i^2+q_i^2),\qquad V_3=\frac16\sum_{ijk}\phi_{ijk}q_iq_jq_k .$$

The cubic constants $\phi_{ijk}$ are energies and are symmetric in their indices. The isotropic coupling, expressed as a frequency, is

$$A(q)=A_e+\sum_iA_iq_i+\frac12\sum_{ij}A_{ij}q_iq_j+\dots$$

Vibration is taken to be fast compared with the hyperfine frequencies, so that in each vibrational state the spins respond to the mean of $A$. A spectrum shows the thermal average as a single coupling if transitions among the populated levels are also fast compared with the differences between their couplings; otherwise the thermal average is the population-weighted mean of separate couplings. Overall rotation is left out until part (f).

## (a) Which terms belong to the leading correction?

**Question.** Order the terms by vibrational amplitude and decide which ones must be kept.

**Solution.** A physical displacement is $q_i$ times an oscillator length. Let $\lambda$ be the ratio of that length to the distance over which the potential and the coupling change appreciably. Each further derivative with respect to $q$ brings one more factor of $\lambda$:

$$A_i\sim\lambda,\quad A_{ij}\sim\lambda^2,\quad A_{ijk}\sim\lambda^3,\quad \frac{\phi_{ijk}}{\hbar\omega}\sim\lambda,\quad \frac{\phi_{ijkl}}{\hbar\omega}\sim\lambda^2 .$$

In the harmonic state $\langle q_i\rangle=0$ by parity, so there is no correction of order $\lambda$. At order $\lambda^2$ there are two contributions:

- $A_{ij}$ with the harmonic average of $q_iq_j$;
- $A_i$ with the average of $q_i$ produced by one action of $V_3$.

The quartic potential is even in $q$ and cannot by itself produce a mean $q_i$. It changes $\langle q_iq_j\rangle$ by order $\lambda^2$, which after multiplication by $A_{ij}$ is of order $\lambda^4$. The cubic property term needs $\langle q_iq_jq_k\rangle$, itself of order $\lambda$, and so also enters at $\lambda^4$. In a nonrotating polyatomic molecule the vibrational angular momentum adds a kinetic term of relative order $\lambda^2$. It is even under reversal of all $q$ and $p$, and drops out for the same reason as the quartic potential.

Odd orders are absent because reversing all $q_i$ is equivalent to replacing $\lambda$ by $-\lambda$. The first neglected correction is therefore of order $\lambda^4$ for a thermal average and for a level free of resonance. A single level mixed by an exact resonance, such as $\omega_2=2\omega_1$, is not analytic in $\lambda$ and can carry a term of order $|\lambda|^3$.

## (b) The average in one vibrational state

**Question.** Find the correction for the state $|n\rangle=|n_1n_2\dots\rangle$, assuming that the anharmonic terms, acting once or repeatedly, do not mix it with a degenerate or nearly degenerate state.

**Solution.** Start with the curvature. From $q_i=(a_i+a_i^\dagger)/\sqrt2$,

$$\langle n_i+1|q_i|n_i\rangle=\sqrt{\frac{n_i+1}{2}},\qquad
\langle n_i-1|q_i|n_i\rangle=\sqrt{\frac{n_i}{2}} .$$

Summing the squares of these elements gives $\langle q_i^2\rangle=(n_i+1)/2+n_i/2=n_i+\frac12$. For $i\ne j$ the average of $q_iq_j$ factorizes into two zeros. The curvature contribution is thus $\frac12\sum_iA_{ii}(n_i+\frac12)$.

For the displacement, add a small source $\eta q_i$ to $H$. The mean of $q_i$ is the derivative of the energy with respect to $\eta$ at $\eta=0$. In the second-order energy

$$E_n^{(2)}=\sum_{m\ne n}\frac{|\langle m|V_3+\eta q_i|n\rangle|^2}{E_n-E_m}$$

the part linear in $\eta$ is the cross term, which appears twice because the matrix elements are real:

$$\langle q_i\rangle_n=2\sum_{m\ne n}\frac{\langle n|q_i|m\rangle\langle m|V_3|n\rangle}{E_n-E_m}.$$

The factor $\langle n|q_i|m\rangle$ restricts $m$ to states in which $n_i$ has changed by $\pm1$ and all other quantum numbers are unchanged. The parts of $V_3$ that connect such states are

$$\frac{\phi_{iii}}6q_i^3+\frac12\sum_{j\ne i}\phi_{ijj}\,q_iq_j^2 .$$

The factor $\frac12$ is $\frac16$ times the three orderings of the indices $i,j,j$.

The cubic matrix element follows by inserting intermediate states between $q_i$ and $q_i^2$. Writing $n$ for $n_i$, the intermediate states are $n$ and $n+2$. With $\langle n+2|q_i^2|n\rangle=\frac12\sqrt{(n+1)(n+2)}$,

$$\langle n+1|q_i^3|n\rangle=\sqrt{\frac{n+1}{2}}\left[n+\frac12+\frac{n+2}{2}\right]
=3\left(\frac{n+1}{2}\right)^{3/2}.$$

Replacing $n$ by $n-1$ and using hermiticity gives $\langle n-1|q_i^3|n\rangle=3(n/2)^{3/2}$.

The energy denominator is $-\hbar\omega_i$ for the upward step and $+\hbar\omega_i$ for the downward step. Hence

$$\langle q_i\rangle_n=\frac{2}{\hbar\omega_i}\left\{-\frac{\phi_{iii}}2\left[\frac{(n_i+1)^2}{4}-\frac{n_i^2}{4}\right]
-\frac12\sum_{j\ne i}\phi_{ijj}\Big(n_j+\frac12\Big)\left[\frac{n_i+1}{2}-\frac{n_i}{2}\right]\right\}.$$

The first square bracket is $(2n_i+1)/4=\frac12(n_i+\frac12)$ and the second is $\frac12$. Both pieces then have the same form and join into one sum over all $j$:

$$\langle q_i\rangle_n=-\frac{1}{2\hbar\omega_i}\sum_j\phi_{ijj}\Big(n_j+\frac12\Big).$$

A force balance confirms the sign and the factor. In a stationary bound state the mean force vanishes, so $\hbar\omega_i\langle q_i\rangle+\frac12\sum_{jk}\phi_{ijk}\langle q_jq_k\rangle=0$ to this order. Inserting the harmonic $\langle q_jq_k\rangle$ gives the same equation. Vibration in mode $j$ exerts a steady push along mode $i$, and the harmonic restoring force balances it.

Collecting both contributions,

$$\langle A\rangle_n=A_e-\sum_{ij}\frac{A_i\phi_{ijj}}{2\hbar\omega_i}\Big(n_j+\frac12\Big)+\frac12\sum_iA_{ii}\Big(n_i+\frac12\Big).$$

## (c) The thermal average

**Question.** Average over a canonical ensemble at temperature $T$. Does an accidental degeneracy, such as $\omega_2=2\omega_1$, spoil the answer?

**Solution.** Let $\beta=1/k_BT$, and let $P_n=e^{-\beta E_n}/Z$ be the harmonic populations. The first-order change of the Boltzmann operator is

$$\delta e^{-\beta H}=-\int_0^\beta d\tau\,e^{-(\beta-\tau)H_0}V_3e^{-\tau H_0}.$$

The partition function does not change at this order, because $V_3$ is odd and its harmonic average vanishes. Taking the trace with $q_i$ and doing the elementary integral over $\tau$ gives

$$\langle q_i\rangle_T=\sum_{nm}\frac{P_n-P_m}{E_n-E_m}\langle n|V_3|m\rangle\langle m|q_i|n\rangle .$$

Interchanging the labels in the $P_m$ part makes it equal to the $P_n$ part. The result is $\sum_nP_n\langle q_i\rangle_n$, with $\langle q_i\rangle_n$ as given in (b). The denominators are $\pm\hbar\omega_i$, because $q_i$ selects them, so none vanishes at a resonance.

A single-state formula is less robust. At an exact resonance $V_3$ mixes the degenerate states at zeroth order, and the mixed states have other values of $\langle q_j^2\rangle$. The thermal trace can be taken in the unmixed basis and needs no such repair at this order.

It remains to average $n_j$. With $t_j=\beta\hbar\omega_j$, the geometric series gives

$$\sum_{n=0}^\infty e^{-t_j(n+1/2)}=\frac{1}{2\sinh(t_j/2)} .$$

Minus the logarithmic derivative with respect to $t_j$ is

$$\Big\langle n_j+\frac12\Big\rangle=\frac12\coth\frac{t_j}{2}.$$

Therefore

$$\boxed{\langle A\rangle_T=A_e-\sum_{ij}\frac{A_i\phi_{ijj}}{4\hbar\omega_i}\coth\frac{\hbar\omega_j}{2k_BT}+\frac14\sum_iA_{ii}\coth\frac{\hbar\omega_i}{2k_BT}}$$

In the displacement term, the temperature factor belongs to the mode $j$ that pushes, while the denominator belongs to the mode $i$ that yields. Mixed curvatures $A_{ij}$ with $i\neq j$ do not contribute at this order. A diagonalization of two coupled modes at exact 2:1 resonance tests the formula: the displacement response is $-0.576542$ numerically and $-0.576541$ from the formula, in dimensionless units.

The expansion point matters. If the derivatives are taken at a geometry that is not the minimum of the potential used, a linear potential term remains and the formula is incomplete. Adding the displacement caused by that term is enough only when the offset is small compared with the vibrational amplitude; otherwise terms quadratic in the offset matter at the same order. It is safer to move the expansion point to the minimum. The expansion also fails for a mode with a low barrier between two wells, where the amplitude is not small compared with the scale of the potential.

## (d) A diatomic radical and its two temperature limits

**Question.** Express the result through bond-length derivatives. How does the shift depend on reduced mass at low and at high temperature?

**Solution.** Let $x=r-r_e=\ell q$, with $\ell^2=\hbar/(\mu\omega)$ and force constant $k=\mu\omega^2$, so that $\hbar\omega=k\ell^2$. Primes denote derivatives with respect to $x$ at $x=0$. Then $A_q=A'\ell$, $A_{qq}=A''\ell^2$ and $\phi=V'''\ell^3$. The two averages are

$$\langle x^2\rangle=\frac{\ell^2}{2}\coth\frac{\hbar\omega}{2k_BT},\qquad
\langle x\rangle=-\frac{V'''}{2k}\langle x^2\rangle ,$$

and the shift is

$$\Delta A=A'\langle x\rangle+\frac12A''\langle x^2\rangle
=\left[\frac{A''}{2}-\frac{A'V'''}{2k}\right]\frac{\hbar\omega}{2k}\coth\frac{\hbar\omega}{2k_BT}.$$

For an ordinary bond $V'''<0$, so the mean bond length exceeds $r_e$. Evaluating $A$ at that mean length recovers the displacement term but misses the curvature term at the same order.

As $T\to0$ the hyperbolic factor tends to 1. The shift is then proportional to $\omega$, hence to $\mu^{-1/2}$, since the potential does not depend on isotope. If the magnetic nucleus itself is exchanged, this comparison applies after its nuclear $g$ factor has been divided out.

For $k_BT\gg\hbar\omega$, the expansion $\coth z=1/z+z/3+\dots$ gives

$$\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}=k_BT\left[1+\frac1{12}\left(\frac{\hbar\omega}{k_BT}\right)^2+\dots\right].$$

The leading shift is linear in $T$ and contains neither $\hbar$ nor $\mu$: it is the classical average. This limit requires a temperature high compared with the quantum, yet low enough for the amplitude expansion to hold.

## (e) Numbers for a model radical

**Question.** Take a Morse potential $V=D(1-e^{-ax})^2$ with $\mu=10$ u, $\hbar\omega=600\ \mathrm{cm^{-1}}$, $r_e=1.6$ Å and $a=2\ \text{Å}^{-1}$. Let the coupling be $A(x)=-50+150\,e^{-ax}$ MHz. Evaluate the shift and judge its accuracy.

**Solution.** These are round model parameters, not those of a named molecule. They give $\ell=0.07496$ Å and $D=13347\ \mathrm{cm^{-1}}$. At the minimum $A_e=100$ MHz, $A'=-300$ MHz/Å and $A''=600\ \mathrm{MHz/Å^2}$.

Expanding the Morse potential gives $V=Da^2x^2-Da^3x^3+\dots$, so $k=2Da^2$ and $V'''=-6Da^3=-3ak$. The mean stretch is therefore $\langle x\rangle=\frac{3a}2\langle x^2\rangle$. At 0 K,

$$\langle x^2\rangle=\frac{(0.07496)^2}{2}=0.002810\ \text{Å}^2,\qquad
\langle x\rangle=3\times0.002810=0.00843\ \text{Å},$$

$$\Delta A=(-300)(0.00843)+\frac{600}{2}(0.002810)=-2.53+0.84=-1.69\ \text{MHz}.$$

Stretching lowers the coupling, while its upward curvature returns a third of that reduction. Doubling $\mu$ changes the shift to $-1.69/\sqrt2=-1.19$ MHz.

At 300 K the hyperbolic factor is 1.119 and the shift is $-1.89$ MHz. At 600 K the factor is 1.622 and the shift is $-2.73$ MHz. Numerical averages over the Morse eigenstates give $-1.69$, $-1.90$ and $-2.81$ MHz at the three temperatures.

The agreement at 0 K, to all printed digits, is better than a truncated expansion would lead one to expect. It comes from the choice of the same exponent $a$ in the coupling and in the potential. To see this, put $y=e^{-ax}$. The mean force vanishes in a bound state, and $V'=2Da(y-y^2)$, so $\langle y\rangle=\langle y^2\rangle$. Hence

$$\langle(1-y)^2\rangle=1-2\langle y\rangle+\langle y^2\rangle=1-\langle y\rangle.$$

By the Hellmann–Feynman theorem this equals $\partial E_n/\partial D$ at fixed $a$ and $\mu$. The Morse levels are

$$E_n=\hbar\omega N-\frac{(\hbar\omega)^2}{4D}N^2,\qquad N=n+\frac12,$$

where $\omega\propto\sqrt D$, so the coefficient of $N^2$ does not depend on $D$. Differentiation gives

$$1-\langle y\rangle_n=\frac{\hbar\omega}{2D}N,\qquad
\langle A\rangle_n-A_e=-150\,\frac{\hbar\omega}{2D}N\ \text{MHz}.$$

This is the second-order result for every bound level, since $a^2\ell^2=\hbar\omega/2D$. The neglected terms cancel in their sum, though not separately. At 0 K the numerical $\langle x^2\rangle$ is 0.00293 Å$^2$, and the formula lies 4% below it. The 0 K agreement of the total thus says little about accuracy for another coupling function.

At finite temperature an error remains because the formula uses harmonic populations. The real levels lie closer together, which favours higher $n$. To first order in the anharmonic energy, the change in $\langle N\rangle$ is

$$\delta\langle N\rangle=\frac{(\hbar\omega)^2}{4Dk_BT}\left(\langle N^3\rangle-\langle N\rangle\langle N^2\rangle\right).$$

Let $t=\hbar\omega/k_BT$ and $c=\coth(t/2)$, so that $dc/dt=-(c^2-1)/2$. For harmonic weights $\langle N\rangle=c/2$, and

$$\langle N^2\rangle=\langle N\rangle^2-\frac{d\langle N\rangle}{dt}=\frac{2c^2-1}{4}.$$

The bracket in $\delta\langle N\rangle$ is $-d\langle N^2\rangle/dt=c(c^2-1)/2$. Dividing by $\langle N\rangle=c/2$ gives the relative change of the shift,

$$\frac{\delta\langle N\rangle}{\langle N\rangle}=\frac{\hbar\omega}{4D}\,t\,(c^2-1).$$

At 600 K, $t=\ln[(c+1)/(c-1)]=1.44$. The estimate is $(600/53388)(1.44)(1.63)=0.026$, or 0.07 MHz. The observed difference is 0.08 MHz, which is 2.8% of the numerical shift. At high temperature $c^2-1\to4/t^2$, and the relative error tends to $k_BT/D$. For this model the formula therefore requires $k_BT\ll D$, however small the zero-point correction may be.

Since the total is special here, the two terms were also tested separately. The mass was increased at fixed $k_BT/\hbar\omega$ and the shifts were extrapolated to zero amplitude. Displacement, curvature and total all agreed with the formula, with a largest relative error of about $10^{-4}$.

## (f) What free rotation adds

**Question.** The radical is now in the gas phase and rotates freely. Find the extra shift at 300 K.

**Solution.** An isotropic coupling does not depend on orientation, but rotation stretches the bond. For angular momentum $L$ the rotational energy is $E_{\rm rot}=L^2/(2\mu r^2)$, and the outward force is

$$-\frac{\partial E_{\rm rot}}{\partial r}=\frac{L^2}{\mu r^3}=\frac{2E_{\rm rot}}{r}.$$

To leading order this balances $kx$ at $r=r_e$. When $k_BT$ is large compared with the rotational constant, the two rotational degrees of freedom have mean energy $k_BT$. Then

$$\langle x\rangle_{\rm rot}=\frac{2k_BT}{kr_e},\qquad \Delta A_{\rm rot}=A'\frac{2k_BT}{kr_e}.$$

The rotational constant is $\hbar\omega\,\ell^2/(2r_e^2)=0.66\ \mathrm{cm^{-1}}$. At 300 K, $t=2.878$ and $k_BT=600/2.878=208.5\ \mathrm{cm^{-1}}$, so the condition holds. With $k=106777\ \mathrm{cm^{-1}\,Å^{-2}}$ the stretch is 0.00244 Å, and

$$\Delta A_{\rm rot}=(-300)(0.00244)=-0.73\ \text{MHz}.$$

A numerical sum over rotation–vibration levels, each weighted by $2J+1$, gives $-0.75$ MHz. This sum leaves out the coupling of electron spin to rotation and any restriction from identical nuclei.

For $k_BT$ comparable with $\hbar\omega$, the rotational stretch is of order $\ell^2/r_e$. It has the same order in amplitude as the vibrational stretch and cannot be dropped as a higher correction. Warming from 0 to 300 K changes the vibrational shift by $-0.20$ MHz, whereas rotation contributes $-0.73$ MHz. In this model most of the temperature dependence over that range is therefore centrifugal. The formula for vibration and rotation together gives $A=97.4$ MHz at 300 K, against 100 MHz at the potential minimum. For a radical whose rotation is blocked by a rigid host, the rotational term cannot simply be dropped: the radical still librates, and the angular kinetic energy of that motion also stretches the bond. If the hindering potential depends on angle only and $k_BT$ exceeds the librational quantum, that kinetic energy is again close to $k_BT$ and the stretch is close to the free-rotor value. At low temperature zero-point libration leaves a stretch that the free rotor does not have, so the temperature dependence differs. Shifts caused by the host itself would have to be considered as well.

The numerical output below gives the individual averages and contributions.

## Calculated quantities

```
Reduced mass: 10.0 u; harmonic quantum: 600.0 cm^-1
Bond length r_e: 1.60 A; Morse exponent a: 2.00 A^-1
Coupling model: background -50.0 MHz, direct 150.0 MHz, decay 2.0 A^-1
Oscillator length ell: 0.074961 A
Force constant k: 106776.6 cm^-1 A^-2
Morse depth: 13347.1 cm^-1
Third derivative of V: -640659.5 cm^-1 A^-3
Cubic constant phi: -269.861 cm^-1
A_e: 100.000 MHz; A': -300.000 MHz/A; A'': 600.000 MHz/A^2
Dimensionless derivatives A_q: -22.4884 MHz; A_qq: 3.3715 MHz
T = 0 K: coth factor 1.00000
  formula <x>: 0.008429 A; <x^2>: 0.0028096 A^2
  numerical <x>: 0.008498 A; <x^2>: 0.0029300 A^2
  displacement: -2.5286 MHz; curvature: 0.8429 MHz
  formula shift: -1.6858 MHz; average A: 98.3142 MHz
  numerical shift: -1.6858 MHz; average A: 98.3142 MHz
  formula minus numerical A: 0.0000 MHz
T = 300 K: coth factor 1.11926
  formula <x>: 0.009434 A; <x^2>: 0.0031447 A^2
  numerical <x>: 0.009616 A; <x^2>: 0.0033446 A^2
  displacement: -2.8302 MHz; curvature: 0.9434 MHz
  formula shift: -1.8868 MHz; average A: 98.1132 MHz
  numerical shift: -1.9031 MHz; average A: 98.0969 MHz
  formula minus numerical A: 0.0163 MHz
T = 600 K: coth factor 1.62198
  formula <x>: 0.013671 A; <x^2>: 0.0045571 A^2
  numerical <x>: 0.014344 A; <x^2>: 0.0051611 A^2
  displacement: -4.1014 MHz; curvature: 1.3671 MHz
  formula shift: -2.7343 MHz; average A: 97.2657 MHz
  numerical shift: -2.8131 MHz; average A: 97.1869 MHz
  formula minus numerical A: 0.0788 MHz
Doubled mass, 0 K: formula shift -1.1920 MHz; numerical -1.1920 MHz
Classical shift slope: -3.9055 MHz per 1000 K
Rotation at 300 K: formula stretch 0.002441 A
Rotation at 300 K: formula shift -0.7323 MHz; numerical -0.7484 MHz
Vibration plus rotation at 300 K, formula A: 97.3809 MHz
Largest relative error in small-amplitude limit: 1.04e-04
Relative error of extrapolated rotational shift: 1.61e-04
Two resonant modes, displacement response: numerical -0.576542, formula -0.576541 (dimensionless)
```
